# An exact electron count does not prove a molecular grid adequate

**Q:** My density-functional calculation on water integrates the density to 10.00000000 electrons. The exchange-correlation energy is integrated on the same points with the same weights, so the grid must be good enough for the energy and the forces too. Why look further?

**A:** Because the same points and weights can be right for one function and wrong for another. Write the quadrature and its error as

$$Q[f]=\sum_i w_i f(\mathbf r_i),\qquad \Delta[f]=Q[f]-\int f\,d^3r .$$

Your count tells you that $\Delta[\rho]$ is small. The exchange-correlation energy needs $\Delta[f_{xc}]$ to be small, where $f_{xc}$ is the energy per volume, a nonlinear function of the density and, for a gradient-corrected functional, of its gradient.

Look also at how little the count tests. With real basis functions $\chi_m$ and density matrix $P$, occupations included, $\rho=\sum_{mn}P_{mn}\chi_m\chi_n$. The exact count is $N=\sum_{mn}P_{mn}S_{mn}$, with the overlap matrix $S$ known analytically. Since $Q$ is linear,

$$\Delta[\rho]=\sum_{mn}P_{mn}\bigl(Q[\chi_m\chi_n]-S_{mn}\bigr)=\mathrm{Tr}(P\,\Delta S).$$

This is one weighted sum of all the overlap errors. It can vanish while the matrix $\Delta S$ does not.

**Q:** It can vanish by accident, I accept. But is there a case where the count is right for a reason and the energy is still badly wrong?

**A:** Yes, and it fits on one atom. Put two electrons in a 2p orbital with exponent 1, in atomic units:

$$\phi=\pi^{-1/2}\,r\cos\theta\,e^{-r},\qquad \rho=2\phi^2=\frac{2}{\pi}r^2\cos^2\theta\,e^{-2r}.$$

Here $\theta$ is measured from the orbital's axis. Do the radial integral exactly, so that any error is angular. An angular rule replaces the average over the sphere by a weighted average over a few directions. Take six directions, $\pm x,\pm y,\pm z$, with weight $1/6$ each.

For the count, the radial part is

$$\frac{2}{\pi}\int_0^\infty r^4e^{-2r}dr=\frac{2}{\pi}\cdot\frac{4!}{2^5}=\frac{3}{2\pi},$$

so $N=4\pi\cdot\frac{3}{2\pi}\langle\cos^2\theta\rangle=6\langle\cos^2\theta\rangle$. The true average is $1/3$, which gives $N=2$. If the orbital points along the unit vector $\mathbf n$, the cosines at the six points are $\pm n_x,\pm n_y,\pm n_z$, and the rule gives

$$\langle\cos^2\theta\rangle_6=\tfrac{2}{6}(n_x^2+n_y^2+n_z^2)=\tfrac13 .$$

The count is exact for every orientation of the orbital.

Now take the Dirac exchange energy, $E_x=-C\int\rho^{4/3}d^3r$ with $C=\frac34(3/\pi)^{1/3}$. The angular factor is $(\cos^2\theta)^{4/3}=|\cos\theta|^{8/3}$. With $c=\cos\theta$, its true average is

$$\frac12\int_{-1}^{1}|c|^{8/3}dc=\int_0^1c^{8/3}dc=\frac{3}{11},$$

while the six points give $\frac13\left(|n_x|^{8/3}+|n_y|^{8/3}+|n_z|^{8/3}\right)$. The radial factor is common to both, so the ratio of grid energy to true energy is

$$\frac{E_x^{\rm grid}}{E_x}=\frac{11}{9}\left(|n_x|^{8/3}+|n_y|^{8/3}+|n_z|^{8/3}\right).$$

Along an axis the bracket is 1 and the ratio is $11/9\approx1.222$. Along a body diagonal each component is $3^{-1/2}$, the bracket is $3\cdot3^{-4/3}=3^{-1/3}$, and the ratio is $11\cdot3^{-7/3}\approx0.847$. The true energy is $-0.3670$ Eh. The grid gives $-0.4486$ Eh in the first orientation and $-0.3110$ Eh in the second, with exactly two electrons in both.

**Q:** So nothing cancels there. The count is simply blind?

**A:** Blind to this angular error. On one centre, products of orbitals with angular momentum up to $L$ contain spherical harmonics of degree at most $2L$. An angular rule exact to that degree gets the angular part of the count right. The power $4/3$ does not generally leave a polynomial of that degree, so the same rule need not integrate the exchange energy.

There is a second warning in this model. Along the direction $(1,2,4)$ the ratio is 1.006. One orientation can make even the energy look nearly converged on six points.

**Q:** In a molecule the density around each nucleus has tails from the other atoms, so the count is no longer protected by a polynomial rule. Surely a poor grid will then betray itself in the count?

**A:** In most orientations it may, but there are orientations in which it does not. Consider the usual construction, in which smooth Becke weights $W_A(\mathbf r)$, with $\sum_A W_A=1$, divide space among the atoms. Each atom carries radial shells $r_p$ and directions $\mathbf u_k$. Turn all the directions by a rotation $R$ and leave the molecule alone:

$$Q_R[f]=\sum_A\sum_p a_p\sum_k\omega_k\,(W_Af)(\mathbf R_A+r_pR\mathbf u_k),\qquad \sum_k\omega_k=1 .$$

The $a_p$ are radial weights including $4\pi r_p^2$. Average over all rotations. Each $R\mathbf u_k$ then covers the sphere uniformly, so every term in the sum over $k$ becomes $\omega_k$ times the same exact spherical average. Since the $\omega_k$ add to 1,

$$\langle Q_R[f]\rangle_R=\sum_A\sum_p a_p\,\frac{1}{4\pi}\int (W_Af)(\mathbf R_A+r_p\mathbf u)\,d\Omega_{\mathbf u}.$$

No angular error is left in the average. Suppose the radial error is negligible. The count error then averages to zero over orientations, so unless it vanishes everywhere it is positive for some and negative for others. It changes continuously with $R$, and any rotation can be reached continuously from any other. Somewhere between a positive and a negative orientation the count is exact, however coarse the angular rule.

The exchange-correlation error averages to zero by the same argument, provided the radial error of that integrand is negligible too. Nothing in the argument places its zeros at the same orientations.

**Q:** Show me that on water.

**A:** Take OH bonds of 1.81 $a_0$, an angle of 105 degrees, and PBE in the 6-31G(d) basis with five spherical d functions; all grids below are unpruned and use Treutler–Ahlrichs radial points and Becke weights with an atomic size adjustment from Bragg radii. Converge the density on a fine grid and hold it fixed. Then integrate it on 50 radial by 50 angular points per atom, in 80 random orientations. The exchange-correlation reference is $-9.26999$ Eh, from 90 by 590 points.

The count error runs from $-2.4\times10^{-3}$ to $+2.6\times10^{-3}$, with a root-mean-square (rms) value of $1.10\times10^{-3}$ electrons. Its mean is $-0.3\times10^{-4}$ with a standard error of $1.2\times10^{-4}$, consistent with zero. Keeping 50 radial points but using 590 angular ones leaves an error of only $3\times10^{-8}$, so the radial rule is not what spoils the count.

A root search between orientations of opposite sign found six at which the count is exact to the search tolerance. Their exchange-correlation errors are $0.080$, $-0.048$, $-0.003$, $0.058$, $-0.034$ and $-0.027$ mEh.

**Q:** Those are small. Isn't the count doing rather well?

**A:** As an indicator for this energy, yes. Over the 80 orientations the rms exchange-correlation error is 0.285 mEh, and its correlation with the count error is $-0.985$. A straight-line fit with that correlation would leave a scatter of about

$$0.285\sqrt{1-0.985^2}\approx0.05\ \text{mEh},$$

which is the size of the six errors. So here a good count usually goes with a better energy. That is a finding about this molecule, functional and grid. Without the size adjustment in the Becke weights, the correlation over 50 of these orientations is only $-0.91$. The rms values also carry sampling noise of about ten per cent: another 60 orientations give $1.20\times10^{-3}$ electrons and 0.318 mEh. In the 2p model the count did not vary at all while the energy swung by tens of per cent.

Take the worst of the six, chosen deliberately. Relative to the finest grid, the atomic contributions to the count are wrong by $-5.0\times10^{-5}$ on oxygen and by $+3.0\times10^{-5}$ and $+2.1\times10^{-5}$ on the hydrogens. They cancel to rounding. Yet the largest error in an overlap matrix element is $2.0\times10^{-3}$, about forty times the largest atomic count error. The trace with $P$ does not reveal it.

**Q:** If the count tracks the energy that closely, I could multiply all weights by $N/Q[\rho]$. The count would be exact and the energy would improve.

**A:** The count would be exact on any grid, which already shows that exactness alone proves nothing. The energy gets worse here. Write $\Delta N=\Delta[\rho]$ and $\Delta E_{xc}=\Delta[f_{xc}]$. After rescaling, the error is

$$\frac{N}{N+\Delta N}(E_{xc}+\Delta E_{xc})-E_{xc}\approx\Delta E_{xc}-\frac{E_{xc}}{N}\Delta N ,$$

using $N/(N+\Delta N)\approx1-\Delta N/N$ and dropping products of errors. Since $E_{xc}/N=-0.927$ Eh, the correction is $+0.927\,\Delta N$ Eh, with rms size $0.927\times1.10=1.02$ mEh. It has the opposite sign to the typical $\Delta E_{xc}$, because the correlation is negative, but it is more than three times too large. Treating both errors as having zero mean, an approximation checked below against the direct result, the rms of the sum is

$$\sqrt{0.285^2+1.02^2-2(0.985)(0.285)(1.02)}\approx0.74\ \text{mEh}.$$

The directly computed value is also 0.74 mEh, against 0.285 mEh before the repair. Rescaling assumes that the energy error is proportional to the count error with the factor $E_{xc}/N$, and it is not.

**Q:** You held the density fixed. Perhaps the self-consistent density adapts and removes the error.

**A:** It can lower the grid energy, but that is not the same as removing the error. Let $P_0$ be the fixed density matrix, $P_g$ the one that minimizes the energy on the coarse grid, and $E[P_0]$ the energy with accurate integration. Only the exchange-correlation term uses the grid here, so

$$E_g[P_g]\le E_g[P_0]=E[P_0]+\Delta E_{xc}[P_0].$$

The inequality holds because $P_0$ is an allowed trial for the minimization. The self-consistent error relative to $E[P_0]$ is therefore at most the fixed-density error. This is an upper bound on a signed quantity.

In the selected orientation the self-consistent count came out as 10.00001, so I turned the grid slightly until it was 10 to within about $10^{-8}$. The fixed-density error there is 0.083 mEh. The self-consistent total energy is wrong by 0.081 mEh, or 0.21 kJ/mol. Relaxation removed hardly anything.

**Q:** I could live with 0.2 kJ/mol. Are the forces equally harmless?

**A:** No. On that same grid, with that same count, the largest error in a gradient component is 1.3 mEh/$a_0$ if the motion of the grid is ignored, and 4.9 mEh/$a_0$ if it is included. The comparison is with the gradient on 70 by 434 points. If you wanted gradients good to 0.5 mEh/$a_0$, both would fail.

**Q:** Including the motion of the grid makes it worse? I thought that was the correct derivative.

**A:** It is the correct derivative of the coarse-grid energy. Let $X$ be a nuclear coordinate. The points travel with their atoms and the Becke weights depend on the geometry. At fixed orbital coefficients,

$$\frac{d}{dX}\sum_iw_if_{xc}(\mathbf r_i;X)=\sum_iw_i\frac{\partial f_{xc}}{\partial X}\bigg|_{\mathbf r_i}+\sum_i\left[\frac{dw_i}{dX}f_{xc}+w_i\nabla f_{xc}\cdot\frac{d\mathbf r_i}{dX}\right].$$

The change of the coefficients enters through the usual orthonormality term of a self-consistent gradient, which is present in both versions.

The first sum is the quadrature of the true integrand derivative, and its error is $\Delta[\partial f_{xc}/\partial X]$. The second sum is what happens when the grid moves through a frozen function. An exact integral does not depend on where the grid is, so this sum would be zero for perfect quadrature. It consists of quadrature error alone. The two errors may oppose or reinforce each other. Here the largest component error is greater when both are kept.

Keeping both does give a consistent force. For one hydrogen coordinate, finite differences of the coarse-grid energy give 2.67 mEh/$a_0$. The gradient with grid response gives 2.67, and without it 3.52. If all nuclei shift together, the grid shifts with them and the energy is unchanged, so the complete forces must add to zero, as they do to the printed precision. Without the response a net force of 1.1 mEh/$a_0$ remains.

So a net force reveals a grid problem when the response is left out. With the response included, a vanishing net force and agreement with finite differences on the same grid show that the derivative is consistent. Neither shows that the energy surface is accurate.

**Q:** How can the energy error be so small and its slope so large?

**A:** A value at one geometry does not determine a slope. If the gradient error is 4.9 mEh/$a_0$ in some coordinate, moving that coordinate by 0.01 $a_0$ changes the energy error by about 0.049 mEh to first order. That is more than half of the whole 0.081 mEh, from a very small displacement.

The count behaves in the same way. For the hydrogen coordinate just mentioned, its slope is $2.0\times10^{-3}$ electrons per $a_0$. A displacement of 0.01 $a_0$ brings back an error of about $2\times10^{-5}$. An exact count at one geometry and orientation need not survive a small change of either.

**Q:** Then what should I check, and is the count worth printing?

**A:** Print it, because a bad count does show that the grid fails to integrate the density. For a claim of adequacy, change the grid and watch the quantity you intend to use. In one general orientation of the fixed-density water example, with 70 radial points, refinement gives:

| Angular points | Count error | $\Delta E_{xc}$ (mEh) |
|---:|---:|---:|
| 50 | $-1.6\times10^{-3}$ | 0.482 |
| 110 | $1.2\times10^{-4}$ | $-0.024$ |
| 194 | $2.1\times10^{-5}$ | $-0.006$ |
| 302 | $-1.7\times10^{-6}$ | 0.0005 |
| 434 | $-2.0\times10^{-7}$ | 0.0001 |

The last energy entry is at the resolution of the reference: a reference on 120 by 974 points shifts every $\Delta E_{xc}$ by $-0.00005$ mEh. The table supports the finer grids for this energy. It does not certify the forces, which need their own comparison between grids. Refine the radial part as well, and repeat a calculation with the molecule turned relative to the angular points. The exact energy does not depend on orientation, so any change beyond the convergence threshold is grid error. Choose an irregular turn: the usual Lebedev points have the symmetry of a cube, so turning by 90 degrees about a coordinate axis maps them onto themselves and shows no change. A grid that turns with the molecule would show no change either. An energy difference should be tested as a difference, since its two grid errors need not be equal.

**Q:** So my 10.00000000 told me that one integral was right, for one geometry and one orientation.

**A:** Yes. Whether your forces are right is still open until you compute them again on a finer grid. The numerical check does this for the water case above.

## Computed results

```
Two electrons in a 2p orbital, six angular points
exact exchange energy: -0.367002 Eh
axis: N = 2.00000000, Ex = -0.448558 Eh, ratio 1.2222
diagonal: N = 2.00000000, Ex = -0.311013 Eh, ratio 0.8474
direction 1,2,4: N = 2.00000000, Ex = -0.369044 Eh, ratio 1.0056
Water, PBE/6-31G(d): OH 1.81 a0, angle 105 deg
finest grid (90, 590): N = 10.0000000, Exc = -9.269991 Eh
SCF reference grid (70, 434): dExc = -0.00002 mEh
reference total energy: -76.319783 Eh
Coarse grid (50, 50), 80 random orientations
mean dN: -2.52e-05, standard error 1.23e-04
dN with 50 radial, 590 angular points: 2.62e-08
dN range: -2.37e-03 to 2.57e-03
rms dN: 1.10e-03
rms dExc: 0.2852 mEh
rms dExc, weights rescaled: 0.7374 mEh
correlation of dN and dExc: -0.985
dExc at six exact-count orientations (mEh):
  0.0803, -0.0484, -0.0028, 0.0576, -0.0336, -0.0267
Selected case: largest |dExc| of the six
N = 10.000000000, dExc = 0.0803 mEh
atomic dN (O, H, H): -5.033e-05, 2.956e-05, 2.075e-05
largest overlap error: 1.99e-03
Self-consistent calculation on the coarse grid
N before adjusting orientation: 10.00001015
N after adjusting orientation: 9.99999999
dExc at fixed density: 0.0830 mEh
total-energy error: 0.0812 mEh = 0.213 kJ/mol
Largest gradient-component error (mEh/a0):
  no grid response 1.2826, with 4.9268
Net force (mEh/a0):
  no grid response 1.1084, with 0.000000
dE/dz of first H, differences: 2.6723 mEh/a0
  with grid response: 2.6723 mEh/a0
  without: 3.5218 mEh/a0
dN/dz of first H: 2.016e-03 per a0
Angular refinement, 70 radial points, one orientation
50 points: dN = -1.65e-03, dExc = 0.48171 mEh
110 points: dN = 1.15e-04, dExc = -0.02369 mEh
194 points: dN = 2.13e-05, dExc = -0.00611 mEh
302 points: dN = -1.66e-06, dExc = 0.00051 mEh
434 points: dN = -2.01e-07, dExc = 0.00009 mEh
```
